\section*{Picture-change correction of nuclear contact densities in exact two-component calculations}

\section{What the setting does}

An exact two-component (X2C) calculation replaces the four-component Dirac function $\psi$ by a two-component function $\phi$. The energy survives this change, but the meaning of $|\phi|^2$ does not. The picture-change setting decides whether a property operator is transformed along with the Hamiltonian. For a contact density it should be on: the operator
\begin{equation}
D_{2}=R\,(D_{LL}+X^\dagger D_{SS}X)\,R,\qquad R=(1+X^\dagger X)^{-1/2},
\label{result}
\end{equation}
gives the four-component value for every positive-energy state of a one-electron Dirac problem in the same basis. Here $X$ maps large to small components, and $D_{LL}$, $D_{SS}$ are the density operator in the two component spaces.

With the setting off, $\langle\phi|D_{LL}|\phi\rangle$ is computed instead. For the 1s state of Hg$^{79+}$ this is $2.597\times10^{6}\,a_0^{-3}$, while the four-component and corrected values are both $8.943\times10^{5}\,a_0^{-3}$. The bare operator is too large by a factor 2.90. For 2p$_{1/2}$ it gives 2.4\,\% of the correct density.

\section{Model and conventions}

Atomic units are used unless stated, and energies exclude the rest energy. The nucleus is fixed and has the normalized charge distribution
\begin{equation}
n(r)=\left(\frac{\xi}{\pi}\right)^{3/2}e^{-\xi r^2},\quad
\xi=\frac{3}{2\langle r^2\rangle},\quad
V(r)=-\frac{Z\,\mathrm{erf}(\sqrt{\xi}\,r)}{r}.
\end{equation}
With large and small radial functions $P$ and $Q$, the Dirac equation is
\begin{align}
VP+c\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)Q&=EP,\\
c\left(\frac{d}{dr}+\frac{\kappa}{r}\right)P+(V-2c^2)Q&=EQ,
\label{radial}
\end{align}
with $\int(P^2+Q^2)\,dr=1$, $\kappa=-1$ for s$_{1/2}$ and $\kappa=+1$ for p$_{1/2}$. States with $j=1/2$ have the spherical density $(P^2+Q^2)/(4\pi r^2)$. The contact density is its average over the nuclear charge,
\begin{equation}
\rho_c=\int n\,\frac{P^2+Q^2}{4\pi r^2}\,4\pi r^2dr=\int n\,(P^2+Q^2)\,dr .
\end{equation}
The density at the single point $r=0$ is a different number and is named separately below.

\section{Matrices}

Take $P_i=N_i r e^{-\zeta_i r^2}$ for $\kappa=-1$ and $P_i=N_i r^2e^{-\zeta_i r^2}$ for $\kappa=+1$. The small-component functions are $f_i=(d/dr+\kappa/r)P_i$ (restricted kinetic balance). Differentiation gives
\begin{align}
\kappa=-1:&\quad f_i=N_i[(1-2\zeta_ir^2)-1]e^{-\zeta_ir^2}=-2\zeta_iN_ir^2e^{-\zeta_ir^2},\\
\kappa=+1:&\quad f_i=N_i[(2r-2\zeta_ir^3)+r]e^{-\zeta_ir^2}=N_i(3r-2\zeta_ir^3)e^{-\zeta_ir^2}.
\end{align}
Let $S_{ij}=\langle P_i|P_j\rangle$ and $F_{ij}=\langle f_i|f_j\rangle$. Since $\langle f_i|c(d/dr+\kappa/r)|P_j\rangle=cF_{ij}$, the generalized eigenvalue problem is
\begin{equation}
\begin{pmatrix}V^{L}&cF\\cF&V^{S}-2c^2F\end{pmatrix}
\begin{pmatrix}a\\b\end{pmatrix}
=E\begin{pmatrix}S&0\\0&F\end{pmatrix}\begin{pmatrix}a\\b\end{pmatrix}.
\label{matrix}
\end{equation}
The upper right block is the adjoint of the lower left one; the boundary terms vanish.

With $a=\zeta_i+\zeta_j$, two families of integrals suffice:
\begin{equation}
M_n=\int_0^\infty r^ne^{-ar^2}dr=\frac{\Gamma(\frac{n+1}{2})}{2a^{(n+1)/2}},\quad
J_n=\int_0^\infty r^ne^{-ar^2}\mathrm{erf}(\sqrt\xi r)\,dr .
\end{equation}
Integrating $J_1$ by parts, with $re^{-ar^2}=-(2a)^{-1}\,d(e^{-ar^2})/dr$, gives
\begin{equation}
J_1=\frac{1}{2a}\,\frac{2\sqrt\xi}{\sqrt\pi}\int_0^\infty e^{-(a+\xi)r^2}dr=\frac{\sqrt\xi}{2a\sqrt{a+\xi}} .
\end{equation}
Each derivative $-d/da$ brings down $r^2$. With $q=a+\xi$,
\begin{align}
J_3&=\frac{\sqrt\xi}{2}\left[\frac{1}{a^2q^{1/2}}+\frac{1}{2aq^{3/2}}\right],\\
J_5&=\frac{\sqrt\xi}{2}\left[\frac{2}{a^3q^{1/2}}+\frac{1}{a^2q^{3/2}}+\frac{3}{4aq^{5/2}}\right].
\end{align}
A product $r^n e^{-ar^2}$ of two basis functions contributes $M_n(a)$ to an overlap, $-ZJ_{n-1}(a)$ to a potential matrix and $(\xi/\pi)^{3/2}M_n(a+\xi)$ to a density matrix. Expanding the polynomials in $P_iP_j$ and $f_if_j$ then yields every block.

Finally, transform the large space with $S^{-1/2}$ and the small space with $F^{-1/2}$. From here on all matrices refer to these orthonormal bases, and $H$ is the transformed matrix of (\ref{matrix}).

\section{Why the transformed operator is right}

For $n$ exponents $H$ has $2n$ eigenvectors. At $V=0$ they form $n$ pairs with $E=-c^2\pm\sqrt{c^4+c^2k^2}$, where $k^2$ is an eigenvalue of the matrix of $p^2$. We assume that with $V$ present the upper $n$ levels stay above $-2c^2$ and separate from the lower $n$. In the example the lowest upper level is at $-3530$ and $-2c^2$ is about $-37\,560$ hartree.

Collect the upper eigenvectors as columns with large part $A$ and small part $B$. The matrix $A$ is invertible. If $Ay=0$ for some $y\ne0$, the vector $(0,By)$ would lie in the upper space, so its mean energy would exceed $-2c^2$. But that mean energy is the average of $V-2c^2$, which is below $-2c^2$ because $V<0$. Hence
\begin{equation}
X=BA^{-1},\qquad U=\begin{pmatrix}R\\XR\end{pmatrix}
\end{equation}
exist, and $U^\dagger U=R(1+X^\dagger X)R=1$. Because $(A;B)=(1;X)A$, the columns of $U$ span the upper space. This space is invariant under $H$, and $UU^\dagger$ projects onto it, so
\begin{equation}
HU=UU^\dagger HU=Uh_2,\qquad h_2=U^\dagger HU .
\end{equation}
If $h_2\phi=E\phi$, then $H(U\phi)=E(U\phi)$. The two-component energy is a Dirac energy and $\psi=U\phi$. For any operator $D$,
\begin{equation}
\langle\psi|D|\psi\rangle=\langle\phi|U^\dagger DU|\phi\rangle ,
\end{equation}
which for block-diagonal $D$ is (\ref{result}).

The large part of $\psi=U\phi$ is $\psi_L=R\phi$, so $\phi=(1+X^\dagger X)^{1/2}\psi_L$. The error with the setting off is therefore
\begin{equation}
\Delta=\big[\langle\phi|D_{LL}|\phi\rangle-\langle\psi_L|D_{LL}|\psi_L\rangle\big]-\langle\psi_S|D_{SS}|\psi_S\rangle .
\label{error}
\end{equation}
The bracket arises because $\phi$ is not $\psi_L$. The last term is the small-component density, which the bare operator omits.

\section{A check that needs no density operator}

Let $s=\langle r^2\rangle$. The Fourier transform of $n$ is $e^{-p^2/4\xi}=e^{-p^2s/6}$, and that of $V$ is $-4\pi Ze^{-p^2s/6}/p^2$. Differentiating,
\begin{equation}
\frac{\partial}{\partial s}\left(-\frac{4\pi Z}{p^2}e^{-p^2s/6}\right)=\frac{2\pi Z}{3}e^{-p^2s/6}
\;\Rightarrow\;
\frac{\partial V}{\partial s}=\frac{2\pi}{3}Z\,n(r).
\end{equation}
The basis does not depend on $s$, so the Hellmann--Feynman theorem holds in it:
\begin{equation}
\frac{dE}{d\langle r^2\rangle}=\frac{2\pi}{3}Z\rho_c .
\label{slope}
\end{equation}
In two-component language $U$ also changes with $s$. Its contribution is
\begin{equation}
\phi^\dagger(\partial_sU^\dagger\,HU+U^\dagger H\,\partial_sU)\phi
=E\,\phi^\dagger\partial_s(U^\dagger U)\phi=0,
\end{equation}
since $HU\phi=EU\phi$ and $U^\dagger U=1$. This cancellation needs a $U$ that decouples the same $H$ that is differentiated. With an approximate $U$ the energy slope and the transformed operator may differ.

For a user, (\ref{slope}) is a practical test: change the nuclear radius slightly, difference the energies, and compare with the printed density. The simple weight $n(r)$ belongs to the Gaussian nucleus; another shape has another $\partial V/\partial s$.

\section{Where the error comes from}

\subsection{s states at small $Z\alpha$}

To see why the bare operator fails, work to first order in $V$ at $r=0$, with $\hbar=m=c=1$. Then $V(p)=-4\pi Z\alpha\,\mathcal F(p)/p^2$ with $\mathcal F=e^{-p^2/4\xi}$, $\xi$ being in these units. Let $e=\sqrt{1+p^2}$. Inserting $\psi_S=X\psi_L$ into the two Dirac equations and eliminating the energy gives
\begin{equation}
X(V+\sigma\!\cdot\! p\,X)=\sigma\!\cdot\! p+(V-2)X .
\label{xeq}
\end{equation}
At $V=0$ the solution is $X_0=\sigma\!\cdot\! p/(e+1)$. Indeed, $p^2/(e+1)=e-1$, so the left side is $\sigma\!\cdot\! p\,(e-1)/(e+1)$, and the right side is $\sigma\!\cdot\! p\,[1-2/(e+1)]$, which is the same.

The bound electron has typical momentum $Z\alpha\ll1$, set to zero here as the incoming momentum. Then $X_0$ acting on the incoming state vanishes, and the first-order part of (\ref{xeq}) is
\begin{equation}
X_0V+(e-1)X_1=-2X_1\;\Rightarrow\;X_1(p,0)=-\frac{X_0(p)V(p)}{e+1}.
\end{equation}
Write $X^\dagger X=m_0+m_1$. At zeroth order $1+m_0=1+(e-1)/(e+1)=2e/(e+1)\equiv K^2$. At first order
\begin{equation}
m_1(p,0)=X_0^\dagger X_1=-\frac{e-1}{(e+1)^2}V(p).
\end{equation}
Let the square root of $1+X^\dagger X$ be $K+k_1$. Squaring gives $K(p)k_1+k_1K(0)=m_1$, and $K(0)=1$, so $k_1=m_1/(K+1)$.

The high-momentum part of $\psi_L$ is also needed. Neglecting $E$, of order $(Z\alpha)^2$, the Dirac equations read $\sigma\!\cdot\! p\,\psi_S=-V(p)\psi_L(r{=}0)$ and $\psi_S=\sigma\!\cdot\! p\,\psi_L/2$. Hence $\psi_L(p)=-2V(p)\psi_L(r{=}0)/p^2$. Now
\begin{equation}
\phi(0)-\psi_L(0)=\int\!\frac{d^3p}{(2\pi)^3}\big[(K-1)\psi_L(p)+k_1(p,0)\psi_L(0)\big],
\end{equation}
where the argument 0 of $\phi$ and $\psi_L$ means $r=0$. With $d^3p/(2\pi)^3\to p^2dp/(2\pi^2)$,
\begin{equation}
\frac{\phi(0)}{\psi_L(0)}-1=Z\alpha\int_0^\infty\!dp\,\mathcal F\left[\frac4\pi\frac{K-1}{p^2}+\frac2\pi\frac{e-1}{(e+1)^2(K+1)}\right].
\label{first}
\end{equation}

Both terms are positive, so for light nuclei the bare operator overestimates. The error is linear in $Z\alpha$, not quadratic. At large $p$, $K\to\sqrt2$ and the second term tends to $(2/\pi)/[(\sqrt2+1)p]=0.264/p$. The nuclear form factor cuts this tail off, so the amplitude error grows by $0.264\,Z\alpha$ for each factor 2.718 (one unit of the natural logarithm) by which a small nucleus shrinks. A point nucleus has no finite first-order result.

For an rms radius of $10^{-3}a_0$ the integral in (\ref{first}) is 0.6841; full calculations at $Z=1$ and 2, extrapolated linearly to $Z=0$, give 0.6842. For $10^{-4}a_0$ the values are 1.2753 and 1.2754. The first term alone would give 0.348 and 0.386. The second term, which comes from the effect of the potential on $X$, thus supplies 49\,\% and 70\,\% of the first-order amplitude error.

\subsection{p$_{1/2}$ states}

For $\kappa=+1$ and a finite nucleus, $P\propto r^2$ and $Q\propto r$ near the origin. The density $(P^2+Q^2)/(4\pi r^2)$ at $r=0$ comes wholly from $Q$. The bare operator sees a p-type function and gives zero, an error of $-100\,\%$ at any $Z$.

The lost density is itself small for light nuclei. Where $|V|$ and $|E|$ are small against $2c^2$, (\ref{radial}) gives $Q\approx(P'+P/r)/(2c)$. For $(Z\alpha)^2\ll1$ this holds in the range $Z/(2c^2)\ll r\ll1/Z$, where $P=gr^2$ and hence $Q=3gr/(2c)$.

Closer in, $|V|$ is no longer small against $2c^2$, but $Q/r$ hardly changes. To see this, write $Q=qr$ with $q$ nearly constant and neglect $E$. Outside the nucleus $V=-Z/r$, and the lower radial equation, $(rP)'=(2c-V/c)\,qr^2$, gives $P\approx q\,[2cr^2/3+Zr/(2c)]$. The upper one then gives
\begin{equation}
\frac{q'}{q}=\frac{VP}{cr\,q}\approx-\frac{2Z}{3}-\frac{Z^2}{2c^2r}.
\end{equation}
Between the nuclear radius $r_n$ and $r$, $q$ therefore changes by a fraction of about $\frac23Zr+\frac12(Z\alpha)^2\ln(r/r_n)$, and inside the nucleus by a further amount of order $(Z\alpha)^2$. For light nuclei these are small, so $\rho(0)\approx9g^2/(16\pi c^2)$, of order $\alpha^2$. For a heavy nucleus $(Z\alpha)^2$ is not small and the full calculation is needed.

\section{Worked example: Hg$^{79+}$}

For mass number 202 the smooth rule $r_{\rm rms}=(0.836A^{1/3}+0.570)$\,fm gives 5.475\,fm, or $1.035\times10^{-4}a_0$. The basis has 29 exponents in ratio 2, from 25.6 to $6.87\times10^9\,a_0^{-2}$. The contact densities in $a_0^{-3}$ are:
\begin{center}
\begin{tabular}{lcccc}
state & four-comp. & corrected & bare & bare/four-comp.\\
1s & $8.943\times10^5$ & $8.943\times10^5$ & $2.597\times10^6$ & 2.904\\
2s & $1.525\times10^5$ & $1.525\times10^5$ & $4.524\times10^5$ & 2.966\\
2p$_{1/2}$ & $1.238\times10^4$ & $1.238\times10^4$ & $2.948\times10^2$ & 0.024
\end{tabular}
\end{center}

Agreement of the first two columns shows correct algebra, not a converged basis. Direct integration of the radial equations, without a basis, tests the latter: it gives $8.94269\times10^5$ for 1s, as the basis does, and $1.23765\times10^4$ against $1.23767\times10^4$ for 2p$_{1/2}$. The 2p$_{1/2}$ basis energy lies 0.0035 hartree below the integrated one. This is possible because the Dirac operator is unbounded below, so a basis energy need not be an upper bound. The energy slope (\ref{slope}) gives $8.94269\times10^5$ for 1s, confirming the corrected operator.

At $r=0$ the 1s ratio is $3.226\times10^6/9.939\times10^5=3.25$. With $Z\alpha=0.584$ and the integral for $10^{-4}a_0$, first-order theory gives $(1+0.584\times1.275)^2=3.04$. The two values are close, but at this $Z\alpha$ the neglected higher orders need not be small, so such closeness is not guaranteed in other cases. Averaging over the nucleus lowers the bare density by 20\,\% and the true one by 10\,\%: $\phi$ is more sharply peaked than $\psi$, which is why the averaged ratio is 2.90.

In terms of energy, (\ref{slope}) gives for 1s
\begin{equation}
\frac{2\pi}{3}\times80\times8.943\times10^5=1.498\times10^8\ \frac{\text{hartree}}{a_0^{2}}=1.456\ \frac{\text{eV}}{\text{fm}^2}.
\end{equation}
The bare density would give 4.228\,eV/fm$^2$. For two isotopes differing by 0.1\,fm$^2$ in $\langle r^2\rangle$, the predicted 1s shift would be 0.42 instead of 0.15\,eV.

For hydrogen-like Ge, Sn, W and Hg the 1s ratios are 1.73, 2.19, 2.78 and 2.90, each with its own nuclear radius. The correction is already large at $Z=32$.

\section{Guidance for use}

\begin{enumerate}
\item Switch picture change on for contact densities, and check that the small-component term $X^\dagger D_{SS}X$ is included. Without it p$_{1/2}$ contributions are mostly lost; for Hg$^{79+}$ the 2p$_{1/2}$ density is 8\,\% of the 2s density.
\item Use one nuclear model in the Hamiltonian, in $X$ and in the density weight. Do not compare a value at $r=0$ with a nuclear average: for 1s they differ by 11\,\% of the average.
\item Do not repair bare densities with a common factor. The 1s and 2s ratios differ by 2\,\%, and the p$_{1/2}$ ratio is of another order.
\item Include exponents up to at least about $\xi$, and converge this limit for each case. The example reaches about 50 times $\xi$, which is more than it needs: stopping near $0.8\,\xi$ changes its 1s contact densities by less than 0.01\,\%, but the 1s values at $r=0$ by about 0.2\,\%.
\item Apply the test (\ref{slope}) once per element and basis, using the Gaussian nucleus. For a uniform sphere the slope does not give the uniform average of the density: for 1s of Hg$^{79+}$ the two differ by 2.5\,\%.
\end{enumerate}

\section{From the ion to a molecule}

In molecules the contact density matters through differences between compounds, as in M\"ossbauer isomer shifts. A bare ion with one electron is far from that situation. A molecule adds screening, bonding and many occupied shells, and its chemical differences come largely from the outer ones. Their effect on the densities is not computed here. The similar 1s and 2s ratios suggest that outer s shells suffer a similar relative error, but this is a conjecture. If $X$ decouples the complete mean-field matrix, the algebra above applies to each orbital; if $X$ is taken from the bare nuclei alone, it is an approximation whose error must be checked separately.

Within the ion, replacing the Gaussian nucleus by a uniform sphere of equal rms radius changes the 1s density by $-1.45\,\%$ and the energy by 0.54\,eV. The recoil scale $|E|m/M$ is 0.26\,eV. The natural scale of the QED shift, $(\alpha/\pi)(Z\alpha)^4mc^2$, is 138\,eV, more than the finite-size shift of 54\,eV. The four-component value is therefore the reference for the picture-change error, not a prediction of a measured energy. The shape effect on the density is small beside the factor 2.9; the QED effect on the density was not evaluated. Full values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Hg79+: Z = 80, A = 202, rms radius = 5.4752 fm = 1.0347e-04 bohr
basis: 29 Gaussians, exponents 25.6 to 6.87e+09 bohr^-2
1s1/2: E four-component = -3530.19415 hartree, radial integration = -3530.19416 hartree
  E two-component minus four-component = 7.5e-10 hartree
  contact density, radial integration = 8.942690e+05 bohr^-3
  contact density, four-component basis = 8.942690e+05 bohr^-3
  contact density, X2C corrected = 8.942690e+05 bohr^-3
  contact density, from energy slope = 8.942687e+05 bohr^-3
  contact density, X2C bare operator = 2.597033e+06 bohr^-3
  bare / four-component = 2.9041
  at r=0: four-component 9.93851e+05, bare 3.22618e+06 bohr^-3
2s1/2: E four-component = -904.50646 hartree, radial integration = -904.50657 hartree
  E two-component minus four-component = 9.4e-10 hartree
  contact density, radial integration = 1.525465e+05 bohr^-3
  contact density, four-component basis = 1.525465e+05 bohr^-3
  contact density, X2C corrected = 1.525465e+05 bohr^-3
  contact density, from energy slope = 1.525465e+05 bohr^-3
  contact density, X2C bare operator = 4.524162e+05 bohr^-3
  bare / four-component = 2.9658
  at r=0: four-component 1.69634e+05, bare 5.62354e+05 bohr^-3
2p1/2: E four-component = -904.82381 hartree, radial integration = -904.82034 hartree
  E two-component minus four-component = 1.1e-09 hartree
  contact density, radial integration = 1.237646e+04 bohr^-3
  contact density, four-component basis = 1.237673e+04 bohr^-3
  contact density, X2C corrected = 1.237673e+04 bohr^-3
  contact density, from energy slope = 1.237673e+04 bohr^-3
  contact density, X2C bare operator = 2.948268e+02 bohr^-3
  bare / four-component = 0.0238
  at r=0: four-component 1.37031e+04, bare 0.00000e+00 bohr^-3
1s dE/d<r^2>: corrected 1.4560, bare 4.2284 eV/fm^2
1s point-nucleus energy = -3532.19209 hartree; finite-size shift = 54.367 eV
1s Ge (Z=32, A=74): four-component 1.43969e+04 bohr^-3, bare/4c = 1.7314
1s Sn (Z=50, A=120): four-component 8.19310e+04 bohr^-3, bare/4c = 2.1918
1s W (Z=74, A=184): four-component 5.63848e+05 bohr^-3, bare/4c = 2.7778
1s Hg (Z=80, A=202): four-component 8.94269e+05 bohr^-3, bare/4c = 2.9041
amplitude error/(Z alpha), rms 1e-03 bohr: Z=1 0.6838, Z=2 0.6833
  extrapolated to Z=0 0.6842, first-order integral 0.6841, kinetic part 0.3478
amplitude error/(Z alpha), rms 1e-04 bohr: Z=1 1.2800, Z=2 1.2846
  extrapolated to Z=0 1.2754, first-order integral 1.2753, kinetic part 0.3864
uniform sphere instead of Gaussian: 1s energy change 0.536 eV, density change -1.449 %
recoil scale |E| m/M = 0.261 eV
QED scale (alpha/pi)(Z alpha)^4 m c^2 = 137.9 eV
\end{verbatim}
